# Elastic Mismatch and the Crystal Nucleation Barrier in Amorphized Layers

## Problem

Ion implantation can turn the surface layer of a crystal into an amorphous solid. During a later anneal the crystal underneath regrows into the layer as a moving front. Small crystals may also nucleate inside the amorphous material, with orientations unrelated to the substrate. If they appear before the front arrives, the layer does not become a single crystal.

Let crystallization release a free energy $g>0$ per unit volume, the driving density. A new crystal that does not fit the space it occupies stores elastic energy $e$ per unit crystal volume. Suppose that this cancels 10 percent of the driving density:

$$
e=fg,\qquad f=0.10 .
$$

The interface between crystal and amorphous solid costs an energy $\gamma$ per unit area.

(a) By what percentage does the mismatch change the nucleation barrier of a spherical crystal, if $\gamma$ is held fixed?

(b) What does this do to the nucleation rate, compared with the speed of the regrowth front?

For numbers, take $g=5.00\ \mathrm{eV/nm^3}$, $\gamma=1.50\ \mathrm{eV/nm^2}$, 50 atoms per $\mathrm{nm^3}$ and a temperature $T=900$ K. These are round model parameters, in the rough regime of furnace annealing of an amorphized covalent semiconductor.

The model is classical nucleation theory: the nucleus has bulk properties up to a sharp interface, and $\gamma$ depends neither on direction, nor on radius, nor on strain. The values of $g$ and $T$ are the same with and without mismatch.

## First estimate by scaling

Write $G=g-e=(1-f)g$ for the net driving density. A crystal of size $r$ gains an energy of order $Gr^3$ and pays one of order $\gamma r^2$. The two are comparable when

$$
Gr^3\sim\gamma r^2\quad\Longrightarrow\quad r\sim\frac{\gamma}{G}.
$$

The barrier is of the order of the interface cost at this size:

$$
W^*\sim\gamma r^2\sim\frac{\gamma^3}{G^2}.
$$

For a small change of $G$ at fixed $\gamma$, taking the logarithm and differentiating gives

$$
\frac{\delta W^*}{W^*}\approx-2\,\frac{\delta G}{G}.
$$

Here $\delta G/G=-0.10$, so the first estimate is a rise of 20 percent. It treats a change of one tenth as infinitesimal, and it leaves the numerical size of the barrier open.

## Exact solution within the model

### Why the mismatch energy is proportional to volume

The subtraction $g-e$ is useful only if $e$ does not depend on the radius of the nucleus. This can be shown for an isotropic, linearly elastic sphere in a large matrix.

Let the hole in the unstrained matrix have radius $R$, and let the free crystal have radius $(1+\varepsilon)R$. The number $\varepsilon$ is the linear misfit, negative if the crystal is too small. The crystal is forced into the hole and both sides relax. Measure the radial displacement $u(r)$ from the shape of the hole.

For a purely radial displacement, elastic equilibrium requires the relative volume change to be uniform in each material:

$$
\frac{1}{r^2}\frac{d(r^2u)}{dr}=c
\quad\Longrightarrow\quad
u=\frac{c\,r}{3}+\frac{B}{r^2}.
$$

At the centre $u$ must be finite, so $B=0$ inside. Far away $u$ must vanish, so $c=0$ outside. With continuity at $r=R$,

$$
u=ar\quad(r<R),\qquad u=\frac{aR^3}{r^2}\quad(r>R).
$$

Inside, the crystal is strained relative to its own free shape by $a-\varepsilon$ in every direction. Its relative volume change is $3(a-\varepsilon)$. With crystal bulk modulus $K$, the energy per volume is

$$
\frac{K}{2}\,[3(a-\varepsilon)]^2=\frac{9}{2}K(a-\varepsilon)^2 .
$$

Outside, the radial strain is $du/dr=-2aR^3/r^3$, and each of the two tangential strains is $u/r=aR^3/r^3$. Their sum is zero, so the matrix is sheared without a change of volume. With matrix shear modulus $\mu$, the energy density is $\mu$ times the sum of the squared strains:

$$
\mu(4+1+1)\frac{a^2R^6}{r^6}=\frac{6\mu a^2R^6}{r^6}.
$$

Integration over the matrix gives

$$
4\pi\int_R^\infty\frac{6\mu a^2R^6}{r^6}\,r^2dr
=24\pi\mu a^2R^6\,\frac{1}{3R^3}
=6\mu a^2\,\frac{4\pi R^3}{3}.
$$

The total elastic energy per crystal volume is therefore

$$
e(a)=\frac92K(a-\varepsilon)^2+6\mu a^2 .
$$

The sphere settles at the minimum:

$$
9K(a-\varepsilon)+12\mu a=0
\quad\Longrightarrow\quad
a=\frac{3K\varepsilon}{3K+4\mu},\qquad
a-\varepsilon=-\frac{4\mu\varepsilon}{3K+4\mu}.
$$

Substituting both expressions,

$$
e=\frac{72K\mu^2+54K^2\mu}{(3K+4\mu)^2}\,\varepsilon^2
=\frac{18K\mu(4\mu+3K)}{(3K+4\mu)^2}\,\varepsilon^2
=\frac{18K\mu}{3K+4\mu}\,\varepsilon^2 .
$$

The radius has dropped out. The sign of the misfit does not matter in linear elasticity, and $e$ cannot be negative.

For $K=100$ GPa and $\mu=40$ GPa the factor in front of $\varepsilon^2$ is $72000/460=156.5$ GPa. Since 1 GPa is $6.2415\ \mathrm{eV/nm^3}$, this is $977\ \mathrm{eV/nm^3}$. The required $e=0.50\ \mathrm{eV/nm^3}$ then corresponds to

$$
|\varepsilon|=\sqrt{\frac{0.50}{977}}=0.0226,
$$

a linear misfit of 2.26 percent. A direct numerical minimization of the radial elastic energy at this misfit gives $0.49999\ \mathrm{eV/nm^3}$ both for $R=0.5$ nm and for $R=1.0$ nm. These digits belong to linear elasticity. At this strain, finite-strain terms and the difference between hole volume and crystal volume shift $e$ by about 5 percent, so the required misfit lies between about 2.2 and 2.3 percent, depending on its sign.

### The barrier

The energy needed to form a crystal of radius $r$ is the sum of the released energy, the elastic cost and the interface cost:

$$
W(r)=-\frac{4\pi}{3}gr^3+\frac{4\pi}{3}er^3+4\pi\gamma r^2
=-\frac{4\pi}{3}Gr^3+4\pi\gamma r^2 .
$$

Its derivative is

$$
W'(r)=-4\pi Gr^2+8\pi\gamma r=4\pi r(2\gamma-Gr).
$$

Apart from $r=0$, it vanishes at the critical radius

$$
r^*=\frac{2\gamma}{G}.
$$

The second derivative there is

$$
W''(r^*)=-8\pi Gr^*+8\pi\gamma=-16\pi\gamma+8\pi\gamma=-8\pi\gamma<0,
$$

so this is a maximum. A smaller crystal lowers its energy by shrinking, a larger one by growing. The height of the maximum is

$$
W^*=-\frac{4\pi}{3}G\,\frac{8\gamma^3}{G^3}+4\pi\gamma\,\frac{4\gamma^2}{G^2}
=\left(-\frac{32\pi}{3}+\frac{48\pi}{3}\right)\frac{\gamma^3}{G^2}
=\frac{16\pi\gamma^3}{3G^2}.
$$

With $G=(1-f)g$ and the same $\gamma$ in both cases,

$$
\frac{W^*(f)}{W^*(0)}=\frac{g^2}{(1-f)^2g^2}=\frac{1}{(1-f)^2}.
$$

For $f=0.10$ this is $1/0.81=1.2346$. The answer to (a) is that the barrier rises by about 23 percent. The ratio contains neither $g$ nor $\gamma$ separately.

For the example, the critical radius without mismatch is $2(1.50)/5.00=0.600$ nm, and the barrier is

$$
W^*(0)=\frac{16\pi}{3}\,\frac{(1.50)^3}{(5.00)^2}\ \mathrm{eV}=2.262\ \mathrm{eV}
\quad(3.62\times10^{-19}\ \mathrm{J}).
$$

With mismatch, $G=4.50\ \mathrm{eV/nm^3}$, the radius is $0.667$ nm, and

$$
W^*(0.10)=\frac{16\pi}{3}\,\frac{(1.50)^3}{(4.50)^2}\ \mathrm{eV}=2.793\ \mathrm{eV}
\quad(4.47\times10^{-19}\ \mathrm{J}).
$$

The critical nucleus grows from about 45 to about 62 atoms, because its volume scales as $1/(1-f)^3$.

As $f$ approaches 1 the barrier and the critical radius diverge. For $f\ge1$ we have $G\le0$, so $W'(r)>0$ at every positive radius: no crystal of any size is driven to grow while it keeps its full elastic energy.

### The nucleation rate

Let a nucleus contain $n$ atoms, each of volume $\Omega$. A cluster gains an atom at rate $k_n$ and a cluster of $n+1$ atoms loses one at rate $d_{n+1}$. If $c_n$ is the concentration of clusters of size $n$, the steady net flux from $n$ to $n+1$ is

$$
J=k_nc_n-d_{n+1}c_{n+1},
$$

the same for every $n$. Define $C_n=C_0e^{-W(n)/k_BT}$, the concentrations for which this flux would vanish. Detailed balance then means $k_nC_n=d_{n+1}C_{n+1}$, and

$$
\frac{J}{k_nC_n}=\frac{c_n}{C_n}-\frac{c_{n+1}}{C_{n+1}}.
$$

On summing over $n$, neighbouring terms on the right cancel. The smallest clusters are taken to be in equilibrium, $c_1/C_1=1$. For very large clusters $c_n/C_n\to0$. Hence

$$
\frac1J=\sum_n\frac{1}{k_nC_n}.
$$

The largest terms lie near the critical size $n^*$. There $W(n)\approx W^*-\tfrac12\kappa(n-n^*)^2$, and replacing the sum by a Gaussian integral gives

$$
J\approx C_0\,k_{n^*}\sqrt{\frac{\kappa}{2\pi k_BT}}\;e^{-W^*/k_BT}.
$$

The factor in front also depends on the nucleus size, so it must be followed. A sphere of volume $n\Omega$ has area $(36\pi)^{1/3}(n\Omega)^{2/3}$, and thus

$$
W(n)=-G\Omega n+\gamma(36\pi)^{1/3}\Omega^{2/3}n^{2/3}.
$$

The first term has no second derivative. The second gives

$$
\kappa=-W''(n^*)=\frac29\,\gamma(36\pi)^{1/3}\Omega^{2/3}(n^*)^{-4/3},
$$

so $\sqrt\kappa\propto(n^*)^{-2/3}$. Take $C_0$, the density of sites where a nucleus can start, to be the same with and without mismatch. If the jump rate per interface site is also unaffected, $k_{n^*}$ is proportional to the area, hence to $(n^*)^{2/3}$. The two powers cancel. In this approximation the mismatch changes the rate through the exponential alone:

$$
\frac{J(0)}{J(f)}=\exp\!\left[\frac{W^*(f)-W^*(0)}{k_BT}\right].
$$

At 900 K, $k_BT=0.07756$ eV. The barrier difference is 0.5306 eV, so the exponent is 6.84 and nucleation becomes slower by a factor of 936. Evaluating the sum over cluster sizes without the Gaussian approximation gives 935.

### The regrowth front

Consider a planar front that advances by atomic jumps with a fixed forward rate. Its area does not change as it moves, so there is no interface cost to overcome. Each atom that joins the crystal lowers the energy by $G\Omega$. Detailed balance makes the backward rate smaller than the forward rate by $e^{-G\Omega/k_BT}$. The speed is proportional to the difference:

$$
v\propto1-e^{-G\Omega/k_BT}.
$$

Without mismatch $G\Omega=0.100$ eV, and the factor $1-e^{-G\Omega/k_BT}$ is 0.725. Charging the front the same $e$ as the nucleus lowers $G\Omega$ to 0.090 eV and the factor to 0.687, a loss of 5.2 percent. Detailed balance fixes only the ratio of the two rates. If the driving energy is split equally between them, $v\propto\sinh(G\Omega/2k_BT)$ and the loss is 11 percent; if it acts on the forward rate alone, the loss is 17 percent. The nucleation factor stays near 930 under the equal split. This is a comparison at equal elastic cost. A real front can have a different strain energy, since its geometry is different and it grows on a particular substrate.

The answer to (b) is thus a strong asymmetry: about a thousandfold for nucleation against 5 to 17 percent for the front, depending on the jump kinetics assumed. The front responds to the energy of one atom, which is comparable with $k_BT$. The nucleus responds to the energy of several tens of atoms together. Under the stated conditions, mismatch confined to the nuclei or shared equally with the front favours regrowth.

## Comparison of the estimate and the exact solution

The scaling argument found the correct power of $G$. The difference between 20 and 23 percent comes from the finite size of the change. Squaring the geometric series $1/(1-f)=1+f+f^2+\dots$ gives

$$
\frac{1}{(1-f)^2}=1+2f+3f^2+\dots
$$

for $0\le f<1$. At $f=0.10$ the linear term contributes 20 percent, the quadratic term 3 percent, and the remaining terms about half a percent.

The linear term has a direct meaning. The original critical nucleus releases the energy

$$
g\,\frac{4\pi}{3}\left(\frac{2\gamma}{g}\right)^3
=\frac{32\pi\gamma^3}{3g^2}=2W^*(0).
$$

Its elastic energy is the fraction $f$ of this, or $2fW^*(0)=0.452$ eV. That is the first estimate: the elastic energy of a nucleus of unchanged size. But this nucleus is no longer at the top of the barrier. The maximum moves outward by 11.1 percent in radius, and the climb to the new top adds the remaining 0.078 eV.

This small remainder matters in the rate. The first estimate would give a suppression of $\exp(0.452/0.07756)\approx340$ instead of 936. An error of 3 percent in the barrier has become a factor of nearly three.

Scaling is also a poor guide to the absolute barrier. The combination $\gamma^3/g^2$ equals 0.135 eV, less than $2k_BT$, which would suggest almost free nucleation. The factor $16\pi/3\approx16.8$ raises the barrier to about $29k_BT$.

## What the fixed interface energy conceals

Because $W^*\propto\gamma^3$, a rise of $\gamma$ by only 7.28 percent would raise the barrier as much as the mismatch does. A mismatch that also altered the interface structure could therefore strengthen or cancel the result.

A second question is whether $\gamma$ can be independent of radius for a nucleus of 45 atoms. A simple correction is $\gamma(r)=\gamma(1-2\delta/r)$, where $\delta$ is a length and the planar value $\gamma$ remains fixed. It adds $-8\pi\gamma\delta r$ to $W(r)$. To first order in $\delta$ the shift of the maximum does not contribute, since $W'=0$ there, and the barrier becomes

$$
W^*\approx\frac{16\pi\gamma^3}{3G^2}-8\pi\gamma\delta\,\frac{2\gamma}{G}
=\frac{16\pi\gamma^3}{3G^2}\left(1-\frac{3\delta G}{\gamma}\right).
$$

For $\delta=+0.05$ nm and $G=g$ the correction is already one half, yet the first-order value of 1.13 eV lies only about 4 percent below the exact maximum. Numerical maximization of the corrected $W(r)$ gives these results:

| $\delta$ (nm) | $W^*(0)$ (eV) | $W^*(0.10)$ (eV) | Rise |
|---:|---:|---:|---:|
| $-0.05$ | 3.44 | 4.09 | 19.1% |
| $0$ | 2.26 | 2.79 | 23.5% |
| $+0.05$ | 1.18 | 1.59 | 34.3% |

The formula explains the direction. For positive $\delta$ the relative correction $3\delta G/\gamma$ shrinks when mismatch lowers $G$, so the barrier rises by more than $1/(1-f)^2$. For negative $\delta$ the argument is reversed. The absolute barrier changes by about one half, while the ratio stays between 1.19 and 1.34. The rise itself is not so robust: for $\delta=+0.05$ nm it grows by almost one half. The exponential factor in the rate at 900 K moves from 936 to about 4700 for $\delta=-0.05$ nm and to about 180 for $\delta=+0.05$ nm.

## The model beside a real implanted layer

The chosen driving energy of about 0.1 eV per atom and the furnace temperature are of a realistic order for amorphized covalent semiconductors, but the 10 percent cancellation is a demanding premise. It needs a linear misfit of 2.26 percent, or nearly 7 percent in volume. If crystal and amorphous solid differ by a rough 2 percent in volume, the same moduli give $f=0.86$ percent and a barrier rise of only 1.7 percent. Real layers can also relax: atoms in the amorphous matrix rearrange during the anneal, which the elastic model forbids. Halving the matrix shear modulus at the original misfit, as a simple stand-in for partial relaxation, reduces $f$ to 6.05 percent and the rise to 13.3 percent. With complete shear relaxation, $\mu\to0$, both vanish. The model also holds the jump rates fixed. At the original misfit the nucleus carries a pressure of magnitude $3K|a-\varepsilon|\approx2.4$ GPa. With an activation volume of about 0.3 atomic volumes, the order reported for regrowth of silicon, a stress of this size changes a jump rate at 900 K by a factor of about 3. For a stressed real front this kinetic effect can exceed the thermodynamic loss found above, though it remains small beside the nucleation factor.

Nuclei may also form at a surface or a buried interface. Take a flat wall that has the same interface energy with crystal and amorphous solid. A hemisphere on it has half the volume and half the curved area of a sphere, and the wall energy does not change. If $e$ is held fixed, both barriers are halved. The rise is still 23 percent, but the suppression at 900 K falls from 936 to its square root, 30.6. Temperature acts in a similar way: with $g$, $e$ and $\gamma$ held fixed, the suppression for the full sphere is about 2200 at 800 K and 470 at 1000 K. At fixed $f$, the percentage in (a) is thus more robust than the rate factor in (b). But a free surface relieves part of the strain: for uniform elastic moduli a hemisphere at a free surface keeps only about 55 percent of $e$, so the rise falls to about 12 percent and the suppression at 900 K to about 6. The main values used here are collected in the numerical output below.

## Calculated quantities

```
driving density g = 5.00 eV/nm^3
interface energy gamma = 1.50 eV/nm^2
cancelled fraction f = 0.10
elastic energy density e = 0.50 eV/nm^3
net driving density = 4.50 eV/nm^3
atom density = 50 per nm^3
driving energy per atom = 0.100 eV
temperature = 900 K
thermal energy kT = 0.07756 eV
crystal bulk modulus K = 100 GPa
matrix shear modulus mu = 40 GPa
one GPa = 6.2415 eV/nm^3
linear misfit needed = 2.26 %
numerical e, R = 0.5 nm: 0.49999 eV/nm^3
numerical e, R = 1.0 nm: 0.49999 eV/nm^3
critical radius, no mismatch = 0.6000 nm
critical radius, mismatch = 0.6667 nm
radius rise = 11.1 %
critical atoms, no mismatch = 45.2
critical atoms, mismatch = 62.1
barrier, no mismatch = 2.2619 eV
barrier, mismatch = 2.7925 eV
barrier, no mismatch = 3.624e-19 J
barrier, mismatch = 4.474e-19 J
barrier difference = 0.5306 eV
barrier ratio = 1.2346
barrier rise = 23.46 %
nucleation suppression, exponential = 936 times
nucleation suppression, full sum = 935 times
front speed / forward rate, no mismatch = 0.7246
front speed / forward rate, mismatch = 0.6867
front speed loss = 5.2 %
gamma rise with same effect = 7.28 %
small volume misfit = 2.0 %
its linear misfit = 0.662 %
its cancelled fraction = 0.86 %
its barrier rise = 1.74 %
half shear modulus: cancelled fraction = 6.05 %
half shear modulus: barrier rise = 13.3 %
delta = -0.05 nm: barrier, no mismatch = 3.438 eV
delta = -0.05 nm: barrier, mismatch = 4.094 eV
delta = -0.05 nm: barrier rise = 19.1 %
delta = +0.05 nm: barrier, no mismatch = 1.181 eV
delta = +0.05 nm: barrier, mismatch = 1.586 eV
delta = +0.05 nm: barrier rise = 34.3 %
hemisphere on neutral wall: suppression = 30.6 times
suppression at 800 K, fixed g and gamma = 2200 times
suppression at 1000 K, fixed g and gamma = 472 times
```
